# Program-and-Verify of an Analogue Memory Cell: Attempts and Residual Error

## Question

An analogue weight is stored as the conductance $G$ of a resistive memory cell. One programming attempt gives

$$G=G_t+\sigma z,$$

where $G_t$ is the target, $\sigma$ the spread of a single attempt, and $z$ a random number with the standard normal density $\phi(z)=e^{-z^2/2}/\sqrt{2\pi}$. After each attempt the cell is read. It is accepted if $|G-G_t|<a\sigma$. Otherwise a fresh attempt replaces the old value.

Unless a part says otherwise, attempts are independent, the reading is noiseless, the number of attempts is unlimited, and an accepted value stays put. The window is "within half a standard deviation of target": $a=1/2$ on either side, so its full width is one $\sigma$.

For numbers take $G_t=50$ µS, $\sigma=5$ µS and an array of $64\times64$ cells. These are rough values for a filamentary hafnium-oxide cell. You may use $\phi(0.5)=0.35207$.

**(a)** Find the probability $P$ that an attempt is accepted, and the mean and standard deviation of the number of attempts $N$, counting the successful one.

**(b)** Show that the accepted value is statistically independent of $N$. Find the standard deviation $s$ of the accepted conductances.

**(c)** Find $s/\sigma$ for a narrow window, including the first correction in $a$. What does narrowing the window cost? What happens for a wide window?

**(d)** Find the mean and standard deviation of the total number of attempts for the array, and the mean number needed by its slowest cell.

**(e)** The controller stops after $M$ attempts and leaves the last value in place. Find the mean number of attempts and the root-mean-square (rms) error about the target. Evaluate both for $M=5$ and $M=10$.

**(f)** The attempts are centred 1 µS away from the target. Estimate the effect on the mean number of attempts and on the rms error.

**(g)** Treat separately: (i) each reading carries fresh, independent Gaussian noise of 0.5 µS; (ii) after acceptance, the conductance relaxes by an independent Gaussian amount of zero mean and spread 2 µS.

**(h)** Keep the total variance $\sigma^2$ of an attempt, but let a fraction $\rho$ of it be an offset fixed in each cell, the rest being drawn afresh at every attempt. For which $\rho$ is the mean number of attempts, averaged over cells, finite?

**(i)** Which assumption matters most for the stated device? Include a change of temperature from 300 K to 340 K, taking $G\propto e^{-E/k_BT}$ with $E=10$ meV.

## Model answers

### (a) Number of attempts

The acceptance condition is $|z|<a$. Since $\phi$ is even, the substitution $t=z/\sqrt2$ gives

$$P=2\int_0^a\phi(z)\,dz=\frac{2}{\sqrt\pi}\int_0^{a/\sqrt2}e^{-t^2}dt=\operatorname{erf}\!\left(\frac{a}{\sqrt2}\right).$$

For $a=1/2$, $P=0.38292$, and an attempt fails with probability $q=1-P=0.61708$.

To finish at attempt $n$, a cell must fail $n-1$ times and then succeed. Independence lets us multiply the probabilities:

$$\Pr(N=n)=q^{n-1}P,\qquad n=1,2,\ldots$$

Differentiating $\sum_{n\ge0}q^n=1/(1-q)$ once and twice gives

$$\sum_n nq^{n-1}=\frac1{P^2},\qquad \sum_n n(n-1)q^{n-2}=\frac2{P^3}.$$

Multiplying the first sum by $P$, and the second by $Pq$, we obtain

$$\langle N\rangle=\frac1P,\qquad \langle N(N-1)\rangle=\frac{2q}{P^2}.$$

The variance follows from $\langle N^2\rangle=\langle N(N-1)\rangle+\langle N\rangle$:

$$\operatorname{var}N=\frac{2q}{P^2}+\frac1P-\frac1{P^2}=\frac{2q+P-1}{P^2}=\frac q{P^2},$$

because $P-1=-q$. Thus

$$\langle N\rangle=\frac1{0.38292}=2.61,\qquad \sqrt{\operatorname{var}N}=\frac{\sqrt{0.61708}}{0.38292}=2.05.$$

On average there are 1.61 failures before the success. The spread is comparable with the mean, so the mean alone says little about how long a particular cell will take.

### (b) Residual spread

For $|z|<a$, the joint probability of finishing at attempt $n$ with a value in $dz$ is

$$q^{n-1}\phi(z)\,dz=\left[q^{n-1}P\right]\left[\frac{\phi(z)}P\,dz\right].$$

The first bracket is the distribution of $N$; the second is a normalized density in $z$ that does not contain $n$. The two variables are therefore independent. A cell that needed many attempts is neither better nor worse placed than one accepted at once.

The accepted density $\phi(z)/P$ is even, so the mean error is zero and the variance is the mean square. Since $\phi'(z)=-z\phi(z)$, integration by parts gives

$$\int_{-a}^a z^2\phi\,dz=-\int_{-a}^a z\phi'\,dz=-\bigl[z\phi\bigr]_{-a}^{a}+\int_{-a}^a\phi\,dz=P-2a\phi(a).$$

The boundary term is $a\phi(a)-(-a)\phi(-a)=2a\phi(a)$. Dividing by $P$,

$$\frac{s^2}{\sigma^2}=1-\frac{2a\phi(a)}P.$$

For $a=1/2$ we have $2a\phi(a)=0.35207$, hence

$$\frac{s^2}{\sigma^2}=1-\frac{0.35207}{0.38292}=0.0806,\qquad \frac s\sigma=0.284,\qquad s=1.42\ \text{µS}.$$

A direct simulation of the accept-or-repeat procedure on 2,048,000 cells gave 2.609 attempts on average and a residual spread of $0.2838\,\sigma$. The spread was $0.2838\,\sigma$ both for cells accepted at the first attempt and for those accepted at the fifth or later, as independence requires.

### (c) Narrow and wide windows

For small $a$, use $\phi(z)=\phi(0)(1-z^2/2+\ldots)$ in both integrals:

$$\int_{-a}^a\phi\,dz\simeq2\phi(0)\left(a-\frac{a^3}6\right),\qquad \int_{-a}^a z^2\phi\,dz\simeq2\phi(0)\left(\frac{a^3}3-\frac{a^5}{10}\right).$$

Their ratio, to the first correction, is

$$\frac{s^2}{\sigma^2}\simeq\frac{a^2}3\,\frac{1-3a^2/10}{1-a^2/6}\simeq\frac{a^2}3\left(1-\frac{3a^2}{10}+\frac{a^2}6\right)=\frac{a^2}3\left(1-\frac{2a^2}{15}\right).$$

Taking the square root halves the relative correction:

$$\frac s\sigma\simeq\frac a{\sqrt3}\left(1-\frac{a^2}{15}\right).$$

The leading term is the standard deviation of a uniform distribution on $(-a,a)$: a narrow window selects a nearly flat piece of the Gaussian. At $a=1/2$ the leading term is 0.2887 and the corrected one 0.2839. The correction is negative because the density is still highest at the centre.

In the same limit $P\simeq2a\phi(0)$, so $\langle N\rangle\simeq\sqrt{\pi/2}/a$. The product $\langle N\rangle s/\sigma$ tends to $\sqrt{\pi/6}\simeq0.72$: halving the residual spread doubles the number of attempts. Already between $a=0.5$ and $a=0.25$ this nearly holds, with $\langle N\rangle$ rising from 2.61 to 5.07 and $s/\sigma$ falling from 0.284 to 0.144.

For a wide window $a\phi(a)\to0$ and $P\to1$. Then $\langle N\rangle\to1$ and $s\to\sigma$: nearly everything is accepted and nothing is gained. At $a=2$ the values are 1.05 attempts and $0.880\,\sigma$.

### (d) The array

Let $K=64\times64=4096$. Means add, and for independent cells variances add too:

$$\langle N_{\rm tot}\rangle=\frac KP=10697,\qquad \text{standard deviation}=\frac{\sqrt{Kq}}P=131.$$

The relative spread is 1.2 %, so for a known $P$ the total programming effort is predictable although that of one cell is not. An error in $P$ common to all cells does not average out: it shifts the whole total.

If all cells are programmed in parallel, the time is set by the largest count, $N_{\max}$. A cell is unfinished after $n$ attempts with probability $q^n$, so all are finished with probability $(1-q^n)^K$. A positive integer equals the number of integers $n\ge0$ that lie below it; averaging this statement gives

$$\langle N_{\max}\rangle=\sum_{n=0}^\infty\Pr(N_{\max}>n)=\sum_{n=0}^\infty\left[1-(1-q^n)^K\right]=18.9.$$

The scale can be understood from the expected number of unfinished cells, $Kq^n$. It falls to one at $n=\ln K/\ln(1/q)\simeq17$. The slowest cell thus needs about seven times the mean, and its count grows only logarithmically with the size of a large array.

### (e) A cap on attempts

The actual count is now the smaller of $N$ and $M$. Counting as in (d), attempt $n+1$ is made if the first $n$ have failed, so

$$\langle N\rangle_M=\sum_{n=0}^{M-1}q^n=\frac{1-q^M}P.$$

A fraction $q^M$ of cells is never accepted. Because attempts are independent, the last value of such a cell is distributed as any rejected value. Its mean square $s_{\rm out}^2$ follows from the total variance, $\sigma^2=Ps^2+qs_{\rm out}^2$. Inserting $Ps^2=\sigma^2[P-2a\phi(a)]$,

$$\frac{s_{\rm out}^2}{\sigma^2}=\frac{1-P+2a\phi(a)}q=1+\frac{2a\phi(a)}q=1+\frac{0.35207}{0.61708}=1.571.$$

The mean square error over all cells is therefore

$$e_M^2=(1-q^M)s^2+q^Ms_{\rm out}^2.$$

For $M=5$, $q^M=0.0895$ and

$$\frac{e_5^2}{\sigma^2}=0.9105\times0.0806+0.0895\times1.571=0.073+0.141=0.214.$$

Hence $e_5=2.31$ µS, with 2.38 attempts on average. For $M=10$, $q^M=0.0080$, the rms error is 1.52 µS and the mean count 2.59.

The cap of five saves 9 % of the attempts relative to the unlimited procedure, but raises the rms error by 63 %. The 9 % of cells left outside the window supply about two thirds of the mean square error. With ten attempts the rms error is 7 % above its unlimited value.

### (f) A displaced centre

Let the centre lie at $G_t+d\sigma$, with $d=1/5=0.2$, and let $x=(G-G_t)/\sigma$ be the error. The acceptance probability becomes

$$P(d)=\int_{-a}^a\phi(x-d)\,dx.$$

It is even in $d$, so its first derivative vanishes at $d=0$. Its second derivative there is

$$P''(0)=\int_{-a}^a\phi''(x)\,dx=\phi'(a)-\phi'(-a)=-2a\phi(a).$$

Therefore $P(d)\simeq P-a\phi(a)d^2$, and the mean count increases by the relative amount

$$\frac{a\phi(a)d^2}P=\frac{0.5\times0.35207\times0.04}{0.38292}=0.018.$$

This gives 2.66 attempts, in agreement with the full integral.

For the error, write $\phi(x-d)=\phi(x)e^{xd}e^{-d^2/2}$. The last factor is constant and cancels on normalization. In the mean square, the odd part of $e^{xd}$ integrates to zero, leaving the weight $\cosh(xd)$. Inside the window $|xd|\le0.1$, so this weight lies between 1 and 1.005. The rms error can rise by at most about 0.25 %; the full integral gives 1.420 µS instead of 1.419 µS.

The mean error is no longer zero. To first order in $d$ it is $\sigma d\langle x^2\rangle=5\times0.2\times0.0806=0.08$ µS. The window suppresses the original 1 µS bias by a factor of about twelve. These estimates require $d$ to be small; a centre far outside the window makes acceptance rare.

### (g) Reading noise and relaxation

**(i) Reading noise.** Let the noise be $r\sigma$, with $r=0.5/5=0.1$. The reading, in units of $\sigma$ from target, is $y=z+r\eta$, with $\eta$ an independent standard normal number. Its variance is $v=1+r^2=1.01$. Acceptance now means $|y|<a$. Scaling $y$ by $\sqrt v$ and setting $b=a/\sqrt v$, we can reuse (a) and (b):

$$P_r=\operatorname{erf}\!\left(\frac b{\sqrt2}\right),\qquad \langle y^2\rangle_{\rm acc}=v\left[1-\frac{2b\phi(b)}{P_r}\right].$$

What matters is the true error $z$, not the reading. The joint density of $z$ and $y$ is proportional to $e^{-Q}$, where, after completing the square in $z$, $Q$ is

$$\frac{z^2}2+\frac{(y-z)^2}{2r^2}=\frac v{2r^2}\left(z-\frac yv\right)^2+\frac{y^2}{2v}.$$

For a given reading, $z$ thus has mean $y/v$ and variance $r^2/v$. Averaging over accepted readings,

$$\langle z^2\rangle_{\rm acc}=\frac{\langle y^2\rangle_{\rm acc}}{v^2}+\frac{r^2}v=1-\frac{2b\phi(b)}{vP_r},$$

where the terms without $\phi(b)$ combine to $(1+r^2)/v=1$. In a narrow window $\langle y^2\rangle_{\rm acc}$ is close to the noiseless 0.0806, so

$$\langle z^2\rangle_{\rm acc}\simeq\frac{0.0806}{1.01^2}+\frac{0.01}{1.01}=0.0889.$$

The rms error is 1.49 µS, and the mean count rises slightly to 2.62. Some cells are now accepted although their true conductance lies outside the window.

**(ii) Relaxation.** An independent change of zero mean adds its variance to that of the accepted value:

$$\sqrt{(1.419\ \text{µS})^2+(2\ \text{µS})^2}=2.45\ \text{µS}.$$

The number of attempts is unchanged, because the relaxation occurs after acceptance. To find how many cells leave the window, let $u=2/5=0.4$ be the relaxation spread in units of $\sigma$ and $\Phi$ the cumulative normal distribution. A cell accepted at $z$ stays inside if the change lies between $-a-z$ and $a-z$. The fraction lost is

$$1-\frac1P\int_{-a}^a\phi(z)\left[\Phi\!\left(\frac{a-z}u\right)-\Phi\!\left(\frac{-a-z}u\right)\right]dz=0.314.$$

Nearly a third of the cells are outside the window after relaxation, although every one passed its check.

### (h) Variation fixed in each cell

In units of $\sigma$, let the fixed offset be $x$, with variance $\rho$, where $0<\rho<1$. Given $x$, attempts are independent, with mean $x$ and variance $1-\rho$. The result of (a) applies to each cell separately, so its mean count is $1/P(x)$, where

$$P(x)=\int_{-a}^a\frac{e^{-(y-x)^2/2(1-\rho)}}{\sqrt{2\pi(1-\rho)}}\,dy.$$

This must be averaged with the weight $e^{-x^2/2\rho}/\sqrt{2\pi\rho}$. Over any finite range of $x$ the integrand is bounded, so convergence depends on large $|x|$; by symmetry take $x>a$.

The integrand of $P(x)$ then increases with $y$. Replacing it everywhere by its value at $y=a$ gives an upper bound on $P(x)$. Keeping the interval $(a/2,a)$ alone, with the value at $y=a/2$, gives a lower bound. With positive constants $C_1$ and $C_2$,

$$C_1e^{(x-a)^2/2(1-\rho)}\le\frac1{P(x)}\le C_2e^{(x-a/2)^2/2(1-\rho)}.$$

After multiplication by the weight, the coefficient of $x^2$ in the exponent of either bound is

$$\frac1{2(1-\rho)}-\frac1{2\rho}.$$

It is positive for $\rho>1/2$; the lower bound then grows without limit and the mean is infinite. It is negative for $\rho<1/2$, and the upper bound makes the mean finite. At $\rho=1/2$ the quadratic terms cancel and the upper bound decays as $e^{-ax}$, so the mean is still finite. The condition is $\rho\le1/2$.

For $\rho>1/2$ each cell still has $P(x)>0$ and is eventually accepted. The average diverges because rare cells with large offsets need enormous numbers of attempts. Numerically, extending the range of offsets from $6\sigma$ to $12\sigma$ leaves the mean unchanged to six decimals at $\rho=0.4$, but multiplies it by $1.7\times10^{16}$ at $\rho=0.6$. For $\rho=0.1$ the effect is slight: 2.625 attempts and an rms error of 1.420 µS. It grows quickly with $\rho$: the mean is 2.83 at $\rho=0.3$, 3.22 at $\rho=0.4$ and 5.49 at $\rho=0.5$. The mean is also the mildest measure. The variance of $N$ requires the average of $1/P(x)^2$, for which the coefficient of $x^2$ is $1/(1-\rho)-1/2\rho$, so it is infinite for $\rho>1/3$. In a $64\times64$ array the slowest cell typically needs about 20 attempts at $\rho=0.1$, about 60 at $\rho=0.3$ and about 170 at $\rho=0.4$.

### (i) The real device

The parameters are rough values for a filamentary hafnium-oxide cell, and devices differ. A conductance of 50 µS lies below the conductance quantum $2e^2/h=77.5$ µS, so the Gaussian spread and the single activation energy are assumptions of the model, not established properties of such a filament. With these values, and with each effect taken alone, the 1 µS offset, the reading noise and a 10 % fixed variance change the mean count by less than 2 % and the rms error by at most about 5 %. A larger fixed fraction would matter much more for the count, as (h) shows. With unlimited attempts, relaxation is the largest of these contributions to the random error (it adds 4 µS² of variance, whereas a cap of five attempts would add 3.3 µS² and a cap of four 5.4 µS²): it raises the rms from 1.42 to 2.45 µS, or from $0.28\,\sigma$ to $0.49\,\sigma$. A narrower window cannot bring the final error below the 2 µS of the relaxation itself, so long as that relaxation is independent of the programmed value.

The thermal change is

$$\Delta G=G_t\left\{\exp\left[\frac E{k_B}\left(\frac1{300\ \text{K}}-\frac1{340\ \text{K}}\right)\right]-1\right\}=2.33\ \text{µS}.$$

This exceeds the ideal residual spread, but it is of a different kind. If all cells share the same activation energy, every conductance is multiplied by the same factor, 1.047, which a common rescaling of the output can remove. Differences in activation energy between cells, or between conductance levels, would leave an error that rescaling does not remove. It is about $G_t\,(1/300\ \text{K}-1/340\ \text{K})/k_B=0.23$ µS per meV of spread in $E$, so a spread of 5 meV would leave 1.1 µS, comparable with the ideal residual spread.

The Gaussian model also permits negative conductances, which are unphysical. Their weight here is $7.6\times10^{-24}$, so cutting them off would not affect the results, with one exception. For $\rho>1/2$ the average in (h) is dominated by offsets beyond $10\sigma$; the cut halves the factor quoted for $\rho=0.6$, and the divergence then comes from the positive tail alone. That number measures the consistency of the model; it is not a prediction for the far tail of real devices.

The figures of 2.61 attempts and $0.284\,\sigma$ therefore describe an ideal array at the moment of acceptance, with independent, centred attempts and noiseless readings. A controller that corrects each pulse using the last reading lies outside this model. With the assumed 2 µS relaxation and unlimited attempts, relaxation supplies two thirds of the variance during later use. This ranking follows from the assumed sizes and has to be checked against measured values for any given device.

## Table of computed values

```
target 50.0 uS, single-attempt spread 5.0 uS
window half-width: a = 0.50, i.e. 2.50 uS
normal density phi(a): 0.35207
acceptance probability P: 0.38292; failure q: 0.61708
mean attempts 1/P: 2.6115; mean failures: 1.6115
standard deviation of attempts: 2.0514
residual variance / sigma^2: 0.08059
residual spread / sigma: 0.28388
residual spread: 1.419 uS
uniform estimate a/sqrt(3): 0.28868
with first correction: 0.28386
simulated cells: 2048000
simulated mean attempts: 2.6088
simulated residual / sigma: 0.2838
  accepted at attempt 1: 0.2838
  accepted at attempt 5 or later: 0.2838
window a | mean attempts | residual / sigma
  0.25 | 5.066 | 0.1437
  0.50 | 2.611 | 0.2839
  1.00 | 1.465 | 0.5396
  2.00 | 1.048 | 0.8796
array: 64 x 64 = 4096 cells
total attempts: 10697, std. dev. 131
mean attempts of slowest cell: 18.93
rms error of a rejected value / sigma: 1.2532
cap 5: unaccepted cells 8.95 %
  mean attempts 2.378, rms 2.312 uS
cap 10: unaccepted cells 0.80 %
  mean attempts 2.591, rms 1.521 uS
centre offset 1.0 uS: mean attempts 2.660
  rms error 1.420 uS
check noise 0.5 uS: mean attempts 2.623
  rms error 1.491 uS
fixed variance fraction 0.10: mean attempts 2.625
  rms error 1.420 uS
growth of mean attempts, offset cutoff 6 to 12 sigma:
  fraction 0.4: factor 1.000000
  fraction 0.6: factor 1.69e+16
relaxation 2.0 uS: rms error 2.452 uS
  cells carried out of window: 31.4 %
activation 10 meV, 300 K to 340 K
  common thermal shift: 2.33 uS
Gaussian weight below zero conductance: 7.6e-24
```
